# Moire Period of an Unrotated FeO(111) Bilayer on Pt(111): test program

```python
"""Moire period of an unrotated FeO(111) film on Pt(111).

Result under test: L = a_f*a_s/(a_f - a_s), with
  a_s  in-plane lattice constant of the substrate Pt(111), angstrom
  a_f  in-plane lattice constant of the film FeO(111), angstrom
  L    length of a primitive translation of the moire, angstrom
For a film turned by theta, L and the moire direction phi are tested too.
The independent road: build both lattices, measure the lateral distance of
each film atom to its nearest Pt atom, and find the Fourier peak of that map.
Points and wavevectors in the plane are stored as complex numbers x + i*y.
"""
import numpy as np
from scipy.optimize import minimize
from scipy.spatial import cKDTree

a_s, a_f = 2.77, 3.10
patch_radius, window_width = 260.0, 60.0


def moire_period(film, substrate, theta=0.0):
    return film * substrate / np.sqrt(
        film**2 + substrate**2 - 2 * film * substrate * np.cos(theta))


def hexagonal_patch(constant, radius, theta=0.0, shift=0.0):
    n_max = int(1.2 * radius / constant) + 3
    n1, n2 = np.meshgrid(np.arange(-n_max, n_max + 1),
                         np.arange(-n_max, n_max + 1))
    points = constant * (n1 + n2 * np.exp(1j * np.pi / 3)) + shift
    points = points.ravel() * np.exp(1j * theta)
    return points[np.abs(points) < radius]


platinum = hexagonal_patch(a_s, patch_radius + 10.0)
platinum_tree = cKDTree(np.column_stack([platinum.real, platinum.imag]))


def measured_peak(sites):
    """Strongest long-wave Fourier vector of the nearest-Pt distance map."""
    distance, _ = platinum_tree.query(
        np.column_stack([sites.real, sites.imag]))
    weight = np.exp(-np.abs(sites)**2 / (2 * window_width**2))
    signal = weight * (distance - np.sum(weight * distance) / np.sum(weight))

    def power(qx, qy):
        phase = qx * sites.real + qy * sites.imag
        return np.abs(np.sum(signal * np.exp(-1j * phase)))**2

    best_power, best_q = -1.0, None
    for length in np.arange(0.16, 0.445, 0.01):
        for angle in np.radians(np.arange(0.0, 60.1, 2.0)):
            q = length * np.exp(1j * angle)
            value = power(q.real, q.imag)
            if value > best_power:
                best_power, best_q = value, q
    fit = minimize(lambda v: -power(v[0], v[1]) / best_power,
                   [best_q.real, best_q.imag], method="Nelder-Mead",
                   options={"xatol": 1e-8, "fatol": 1e-12})
    return complex(fit.x[0], fit.x[1])


def period_from_peak(q):
    return 4 * np.pi / (np.sqrt(3) * abs(q))


# Unrotated film: Fe plane, then the laterally shifted O plane
L = moire_period(a_f, a_s)
iron = hexagonal_patch(a_f, patch_radius)
q_iron = measured_peak(iron)
L_iron = period_from_peak(q_iron)
assert abs(L - a_f * a_s / (a_f - a_s)) < 1e-9
assert abs(L_iron - L) < 0.01
# A reciprocal vector at 30 degrees means moire translations along the rows
assert abs(np.degrees(np.angle(q_iron)) - 30.0) < 0.05

hollow_shift = a_f * (1 + np.exp(1j * np.pi / 3)) / 3
oxygen = hexagonal_patch(a_f, patch_radius, shift=hollow_shift)
L_oxygen = period_from_peak(measured_peak(oxygen))
assert abs(L_oxygen - L) < 0.01

# Film relaxed with the periodicity of the measured pattern
relax_amplitude = 0.05
relaxed = iron.copy()
for turn in (0, 1, 2):
    q = q_iron * np.exp(2j * np.pi * turn / 3)
    relaxed = relaxed + relax_amplitude * q / abs(q) * np.sin(
        (np.conj(q) * iron).real)
L_relaxed = period_from_peak(measured_peak(relaxed))
assert abs(L_relaxed - L) < 0.01

# Slightly rotated film
theta = np.radians(0.5)
L_rotated = moire_period(a_f, a_s, theta)
phi = np.arctan2(-a_s * np.sin(theta), a_f - a_s * np.cos(theta))
q_rotated = measured_peak(hexagonal_patch(a_f, patch_radius, theta=theta))
L_rotated_atoms = period_from_peak(q_rotated)
phi_atoms = np.angle(q_rotated) - np.pi / 6
assert abs(L_rotated_atoms - L_rotated) < 0.01
assert abs(np.degrees(phi_atoms - phi)) < 0.05

# Sensitivity to the two inputs, and the range allowed by rounding
slope_f = -a_s**2 / (a_f - a_s)**2
slope_s = a_f**2 / (a_f - a_s)**2
h = 1e-5
numeric_f = (moire_period(a_f + h, a_s) - moire_period(a_f - h, a_s)) / (2*h)
numeric_s = (moire_period(a_f, a_s + h) - moire_period(a_f, a_s - h)) / (2*h)
assert abs(numeric_f - slope_f) < 1e-3
assert abs(numeric_s - slope_s) < 1e-3
rounding = 0.005
corners = [moire_period(a_f + i * rounding, a_s + j * rounding)
           for i in (-1, 1) for j in (-1, 1)]

# Exact coincidence along a row, with the constants as whole picometres
film_pm, substrate_pm = round(100 * a_f), round(100 * a_s)
n_film = next(n for n in range(1, 10000)
              if (n * film_pm) % substrate_pm == 0)
n_substrate = n_film * film_pm // substrate_pm
exact_repeat = n_film * a_f
periods_in_repeat = exact_repeat / L
assert abs(periods_in_repeat - round(periods_in_repeat)) < 1e-9

# Locking of eight film spacings to nine substrate spacings
L_locked = 9 * a_s
lock_strain = L_locked / (8 * a_f) - 1
assert abs(moire_period(L_locked / 8, a_s) - L_locked) < 1e-9

# Heating: rough expansion coefficient of Pt, rough rise to growth conditions
expansion, rise = 9e-6, 700.0
stretch = 1 + expansion * rise
L_hot_both = moire_period(a_f * stretch, a_s * stretch)
L_hot_substrate = moire_period(a_f, a_s * stretch)

mismatch = (a_f - a_s) / a_s
n_beat = a_s / (a_f - a_s)
print(f"Pt(111) in-plane constant a_s = {a_s:.2f} angstrom")
print(f"FeO(111) in-plane constant a_f = {a_f:.2f} angstrom")
print(f"difference a_f - a_s = {a_f - a_s:.2f} angstrom")
print(f"product a_f*a_s = {a_f * a_s:.3f} angstrom^2")
print(f"mismatch f = {100 * mismatch:.2f} percent")
print(f"film spacings per period N = {n_beat:.3f}")
print(f"Pt spacings per period N+1 = {L / a_s:.3f}")
print(f"moire period L = {L:.2f} angstrom = {L / 10:.2f} nm")
print(f"moire row spacing = {L * np.sqrt(3) / 2:.2f} angstrom")
print(f"faulty shortcut a_s/f = {a_s / mismatch:.2f} angstrom")
print(f"film atoms in the test patch = {len(iron)}")
print(f"L from Fe atom positions = {L_iron:.3f} angstrom")
print(f"L from O atom positions = {L_oxygen:.3f} angstrom")
print(f"relaxation amplitude per wave = {relax_amplitude:.2f} angstrom")
print(f"L from relaxed Fe positions = {L_relaxed:.3f} angstrom")
print(f"8 film spacings = {8 * a_f:.2f} angstrom")
print(f"9 Pt spacings = {9 * a_s:.2f} angstrom")
print(f"exact repeat: {n_film} film = {n_substrate} Pt spacings")
print(f"exact repeat length = {exact_repeat:.1f} angstrom")
print(f"moire periods in exact repeat = {periods_in_repeat:.0f}")
print(f"dL/da_f = {slope_f:.1f} (angstrom per angstrom)")
print(f"dL/da_s = {slope_s:.1f} (angstrom per angstrom)")
print(f"rounding of each input = +/- {rounding:.3f} angstrom")
print(f"L range from rounding = {min(corners):.2f} to "
      f"{max(corners):.2f} angstrom")
print(f"film rotation theta = {np.degrees(theta):.2f} degree")
print(f"L of rotated film, formula = {L_rotated:.2f} angstrom")
print(f"L of rotated film, atoms = {L_rotated_atoms:.2f} angstrom")
print(f"moire rotation phi, formula = {np.degrees(phi):.2f} degree")
print(f"moire rotation phi, atoms = {np.degrees(phi_atoms):.2f} degree")
print(f"film strain for 8:9 locking = {100 * lock_strain:.2f} percent")
print(f"L if locked 8:9 = {L_locked:.2f} angstrom")
print(f"rough Pt expansion coefficient = {expansion:.0e} per K")
print(f"rough temperature rise = {rise:.0f} K")
print(f"L hot, both layers expand = {L_hot_both:.2f} angstrom")
print(f"L hot, only Pt expands = {L_hot_substrate:.2f} angstrom")
print("tests ok")
```

Running it gives:

```
Pt(111) in-plane constant a_s = 2.77 angstrom
FeO(111) in-plane constant a_f = 3.10 angstrom
difference a_f - a_s = 0.33 angstrom
product a_f*a_s = 8.587 angstrom^2
mismatch f = 11.91 percent
film spacings per period N = 8.394
Pt spacings per period N+1 = 9.394
moire period L = 26.02 angstrom = 2.60 nm
moire row spacing = 22.54 angstrom
faulty shortcut a_s/f = 23.25 angstrom
film atoms in the test patch = 25507
L from Fe atom positions = 26.021 angstrom
L from O atom positions = 26.021 angstrom
relaxation amplitude per wave = 0.05 angstrom
L from relaxed Fe positions = 26.021 angstrom
8 film spacings = 24.80 angstrom
9 Pt spacings = 24.93 angstrom
exact repeat: 277 film = 310 Pt spacings
exact repeat length = 858.7 angstrom
moire periods in exact repeat = 33
dL/da_f = -70.5 (angstrom per angstrom)
dL/da_s = 88.2 (angstrom per angstrom)
rounding of each input = +/- 0.005 angstrom
L range from rounding = 25.25 to 26.84 angstrom
film rotation theta = 0.50 degree
L of rotated film, formula = 25.94 angstrom
L of rotated film, atoms = 25.94 angstrom
moire rotation phi, formula = -4.19 degree
moire rotation phi, atoms = -4.19 degree
film strain for 8:9 locking = 0.52 percent
L if locked 8:9 = 24.93 angstrom
rough Pt expansion coefficient = 9e-06 per K
rough temperature rise = 700 K
L hot, both layers expand = 26.19 angstrom
L hot, only Pt expands = 27.65 angstrom
tests ok
```
